# Screened-Coulomb coupling between donor valleys and its inverse-square limit

An electron bound to a shallow donor in silicon can be built from any of six conduction-band valleys. If each valley is treated separately, with its own effective mass and a slowly varying donor potential, the six ground states have the same energy. The donor potential, however, also has Fourier components at the large wavevectors that separate the valleys. These components mix the six states and split the level. The question is how large this coupling is when the potential is the screened Coulomb attraction alone.

Atomic units are used in the algebra: $\hbar=m_e=e=1$. The donor sits at the origin and the host responds through a constant dielectric constant $\varepsilon$, so the electron's potential energy is

$$
U(r)=-\frac{1}{\varepsilon r}.
$$

Here "screened" means divided by $\varepsilon$; there is no exponential cutoff. Each valley is given the same isotropic effective mass $m$, and the normalized ground-state envelope is

$$
F(r)=\frac{e^{-r/a}}{\sqrt{\pi a^3}} .
$$

The radius $a$ follows from the envelope equation $(T+U)F=EF$, with $T=-\nabla^2/(2m)$. For a spherical function $\nabla^2F=F''+2F'/r$, and therefore

$$
\nabla^2F=\left(\frac{1}{a^2}-\frac{2}{ar}\right)F,
\qquad
(T+U)F=\left[-\frac{1}{2ma^2}+\frac{1}{r}\left(\frac{1}{ma}-\frac{1}{\varepsilon}\right)\right]F .
$$

The bracket must be constant, so the term in $1/r$ must vanish. This requires

$$
a=\frac{\varepsilon}{m},\qquad E=-\frac{1}{2ma^2}=-\frac{1}{2\varepsilon a}.
$$

The full wavefunction of valley $j$ is the envelope times the Bloch function at the valley minimum $\mathbf k_j$. Taking that Bloch function to be a single plane wave gives $\psi_j=F(r)e^{i\mathbf k_j\cdot\mathbf r}$. With $\mathbf q=\mathbf k_j-\mathbf k_i$, the potential couples valleys $i$ and $j$ by

$$
V(q)=\langle\psi_i|U|\psi_j\rangle
=-\frac{1}{\varepsilon}\int \frac{n(r)}{r}\,e^{i\mathbf q\cdot\mathbf r}\,d^3r,
\qquad n(r)=F(r)^2=\frac{e^{-2r/a}}{\pi a^3}.
$$

In this model $\mathbf q$ is the actual difference of the two wavevectors; no reciprocal-lattice vector is subtracted from it.

Since $n/r$ depends on $r$ alone, the exponential can be averaged over directions. With $\mu$ the cosine of the angle between $\mathbf q$ and $\mathbf r$,

$$
\frac12\int_{-1}^{1}e^{iqr\mu}\,d\mu
=\frac{e^{iqr}-e^{-iqr}}{2iqr}=\frac{\sin qr}{qr}.
$$

The volume element supplies $4\pi r^2dr$. One factor of $r$ cancels against the Coulomb potential and the other against the angular average:

$$
V(q)=-\frac{4\pi}{\varepsilon q}\int_0^\infty n(r)\sin(qr)\,dr
=-\frac{4}{\varepsilon a^3q}\int_0^\infty e^{-2r/a}\sin(qr)\,dr .
$$

Put $s=2/a$. The sine is the imaginary part of $e^{iqr}$, so

$$
\int_0^\infty e^{-sr}\sin(qr)\,dr
=\operatorname{Im}\frac{1}{s-iq}
=\operatorname{Im}\frac{s+iq}{s^2+q^2}
=\frac{q}{s^2+q^2}.
$$

The factor $q$ cancels the $1/q$ in front, and the result is

$$
V(q)=-\frac{4}{\varepsilon a^3\left(q^2+4/a^2\right)}
=-\frac{1}{\varepsilon a}\,\frac{1}{1+(qa/2)^2}.
$$

The second form follows on taking $4/a^2$ out of the denominator. At $q=0$ it gives $-1/(\varepsilon a)=2E$, the mean potential energy of a hydrogenic ground state. The coupling falls to half this value at $q=2/a$. When $qa\gg2$, the term $4/a^2$ can be dropped:

$$
V(q)\longrightarrow V_\infty(q)=-\frac{4}{\varepsilon a^3q^2}
=-\frac{4\pi}{\varepsilon q^2}\,|F(0)|^2,
$$

because $|F(0)|^2=1/(\pi a^3)$. The ratio $V_\infty/V=1+4/(qa)^2$ shows that the limit overestimates the magnitude by the fraction $4/(qa)^2$ of the closed form.

The last expression is the Fourier transform of $U$ multiplied by the density at the donor. To see why that density appears, take any smooth, decaying radial density $n(r)$ and integrate by parts three times:

$$
\int_0^\infty n\sin(qr)\,dr
=\frac{n(0)}{q}-\frac{n''(0)}{q^3}+\frac{1}{q^3}\int_0^\infty(-n''')\cos(qr)\,dr .
$$

The last integral tends to zero as $q$ grows, so the leading coupling is $-4\pi n(0)/(\varepsilon q^2)$ whatever the shape of the density. For the exponential, $n''(0)=4n(0)/a^2$, which gives the correction factor $1-4/(qa)^2$ found above. For a Gaussian $n(0)e^{-r^2/b^2}$, $n''(0)=-2n(0)/b^2$ and the factor is $1+2/(qb)^2$. A normalized Gaussian with the same contact density as the exponential has $b=a/\pi^{1/6}=0.826a$. At $qa=40$ its predicted ratio to the inverse-square law is $1+2/(33.1)^2=1.0018$, and direct integration also gives 1.0018.

$V(q)$ is a matrix element of the potential. To call it the energy coupling of two valleys, one must also examine the band energy and the overlap. The overlap of the two states is

$$
S(q)=\int n(r)e^{i\mathbf q\cdot\mathbf r}d^3r
=\frac{4}{a^3q}\int_0^\infty re^{-sr}\sin(qr)\,dr .
$$

The integral is minus the derivative of $q/(s^2+q^2)$ with respect to $s$, namely $2sq/(s^2+q^2)^2$. Hence

$$
S(q)=\frac{8s}{a^3(s^2+q^2)^2}
=\frac{1}{\left[1+(qa/2)^2\right]^2}.
$$

This falls as $q^{-4}$ and is small. The band energy needs more care. Suppose that the parabola of valley $j$ is used for every wavevector contained in $F$, however far from the valley. Then the envelope equation holds for the whole state and

$$
\langle\psi_i|T_j+U|\psi_j\rangle=E\,S(q),
\qquad
\langle\psi_i|T_j|\psi_j\rangle=E\,S(q)-V(q),
$$

where $T_j$ acts on the envelope of valley $j$. The kinetic cross term then cancels nearly all of $V$. The cause lies in the faint tail of $F$ in wavevector space: near valley $i$ its amplitude is small, but the extended parabola assigns it a very large kinetic energy. The true band has another minimum there, so this energy is spurious.

The usual multivalley description therefore confines each envelope to wavevectors near its own minimum. In the present plane-wave model the band energy is diagonal in wavevector. If the regions allotted to two valleys do not intersect, both the overlap and the band-energy cross term vanish, and the potential coupling remains. The price is a slightly altered envelope. With a sharp cut at distance $K$ from the minimum, and $X=Ka$, the transform $\tilde F(k)=8\sqrt\pi\,a^{3/2}/(1+k^2a^2)^2$ gives

$$
\frac{F_K(0)}{F(0)}=\frac4\pi\int_0^X\frac{x^2\,dx}{(1+x^2)^2}
=\frac2\pi\left[\arctan X-\frac{X}{1+X^2}\right]
\simeq1-\frac{4}{\pi X}.
$$

Here $F_K$ is the cut envelope before renormalization. If $K$ is a fixed fraction of $q$, this ratio tends to one as $qa$ grows, and the inverse-square law survives as the leading term. Its correction is now of order $1/(qa)$, larger than the $4/(qa)^2$ of the uncut envelope.

For a numerical case take $\varepsilon=12$, $m=0.3$ and six valleys at distance $k_0=1.0$ Å$^{-1}$ from the zone centre along the positive and negative cube axes. The radius is $12/0.3=40$ bohr, or 21.2 Å (2.12 nm), and the binding energy of the uncoupled state is 0.0283 eV. Two valleys on perpendicular axes are separated by $q_f=\sqrt2k_0=1.414$ Å$^{-1}$, and two opposite valleys by $q_g=2k_0=2.0$ Å$^{-1}$. Call the couplings $f=V(q_f)$ and $g=V(q_g)$. With $V(0)=-0.05669$ eV, $q_fa/2=14.97$ and $q_ga/2=21.17$,

$$
f=\frac{-0.05669}{1+14.97^2}=-2.52\times10^{-4}\ \text{eV},
\qquad
g=\frac{-0.05669}{1+21.17^2}=-1.26\times10^{-4}\ \text{eV}.
$$

Integrating the defining expression numerically over radius and angle reproduces both values to the five figures printed in the numerical output. The inverse-square law is too large in magnitude by 0.45% for $f$ and 0.22% for $g$, relative to the closed form. Within the model, both separations are well inside the large-$q$ regime.

The couplings form a six-by-six matrix. Its diagonal is the common energy of the uncoupled states, which is taken as zero. Each valley has one opposite partner, coupled by $g$, and four perpendicular ones, coupled by $f$. The equal combination $(1,1,1,1,1,1)$ therefore has energy $g+4f$. A combination of opposite signs on one axis, such as $(1,-1,0,0,0,0)$ with the valleys ordered in opposite pairs, has energy $-g$, since its two contributions to every perpendicular valley cancel; there are three of these. An even combination whose amplitudes sum to zero, such as $(1,1,-1,-1,0,0)$, receives $g$ from the partner and $-2f$ from the other axis. There are two independent ones, so

$$
E_{\rm singlet}=g+4f,\qquad E_{\rm triplet}=-g,\qquad E_{\rm doublet}=g-2f .
$$

The weighted sum of the shifts is zero, as it must be for a matrix with zero diagonal. In the inverse-square limit $f=2g$, because $q_g^2=2q_f^2$. The shifts are then $-9|g|$, $+|g|$ and $+3|g|$. The closed form gives

$$
E_{\rm singlet}=-1.26\times10^{-4}-4(2.52\times10^{-4})
=-1.13\times10^{-3}\ \text{eV},
$$

or $-1.13$ meV, with the triplet at $+1.26\times10^{-4}$ eV and the doublet at $+3.78\times10^{-4}$ eV. The singlet is lowest because both couplings are negative: equal amplitudes add constructively at the attractive donor.

The same numbers show why the valley regions must be kept apart. For a perpendicular pair, the extended parabola gives a kinetic cross term of $+2.514\times10^{-4}$ eV. Added to $f$, it leaves $-5.6\times10^{-7}$ eV. If instead every envelope is cut at $K=q_f/2=0.707$ Å$^{-1}$, so that neighbouring spheres just touch, the potential couplings become $f=-2.15\times10^{-4}$ eV and $g=-1.07\times10^{-4}$ eV. The singlet shift is then $-9.7\times10^{-4}$ eV, 15% smaller than before. The cut removes less than three parts per million of the norm, yet it lowers the contact density: with $X=15$ the formula above gives a ratio of 0.915 for the amplitude and 0.84 for its square, a fall of 16%, close to the 15% found for the singlet shift. The 15% depends on this choice of cut and shows how sensitive the matrix element is to the treatment of the envelope's tail in wavevector space.

A larger correction comes from the dielectric constant. The electrons of the host cannot fully screen a potential that varies over a bond length, so the dielectric function should fall towards one at large wavevector. A simple form with this behaviour is

$$
\varepsilon(q)=1+\frac{\varepsilon-1}{1+q^2/\kappa^2}
=\frac{q^2+\lambda^2}{q^2+\kappa^2},\qquad \lambda=\kappa\sqrt{\varepsilon}.
$$

Its reciprocal separates into two parts:

$$
\frac{1}{\varepsilon(q)}=\frac1\varepsilon+\left(1-\frac1\varepsilon\right)\frac{q^2}{q^2+\lambda^2}.
$$

To verify this, put the right side over $q^2+\lambda^2$; the numerator is $q^2+\lambda^2/\varepsilon=q^2+\kappa^2$. Multiplying by $-4\pi/q^2$ gives the transform of the new potential. The first part is that of the old Coulomb term. The second is $-4\pi(1-1/\varepsilon)/(q^2+\lambda^2)$. By the radial integral used earlier, $e^{-\lambda r}/r$ has the transform $4\pi/(q^2+\lambda^2)$, so

$$
U_\kappa(r)=-\frac1r\left[\frac1\varepsilon+\left(1-\frac1\varepsilon\right)e^{-\lambda r}\right].
$$

The extra exponential merely replaces $2/a$ by $2/a+\lambda$ in the coupling integral. With the envelope held fixed,

$$
V_\kappa(q)=-\frac{4}{a^3}\left[\frac{1}{\varepsilon(q^2+4/a^2)}
+\frac{1-1/\varepsilon}{q^2+(2/a+\lambda)^2}\right].
$$

There are now two inverse-square regimes. For $2/a\ll q\ll\kappa$ the first term dominates and the constant-$\varepsilon$ law holds. For $q\gg\lambda$ and $q\gg 2/a$ the two terms add to $-4/(a^3q^2)$: the same power, with the factor $1/\varepsilon$ gone. Choosing $\kappa=1.0$ Å$^{-1}$ as a round parameter gives $\lambda=3.46$ Å$^{-1}$, so the valley separations lie between the two regimes. The dielectric function is 4.67 at $q_f$ and 3.2 at $q_g$, and the couplings grow to $-6.3\times10^{-4}$ eV and $-4.6\times10^{-4}$ eV. The singlet shift becomes $-3.0\times10^{-3}$ eV, 2.6 times the constant-$\varepsilon$ value. This $\kappa$ is illustrative and not fitted to silicon. Common models of silicon's dielectric function give weaker screening at these wavevectors, and hence a larger increase within the plane-wave model.

Unequal masses along and across the valley axis make the envelopes ellipsoidal, so envelopes on different axes are no longer identical. Take a trial envelope proportional to $\exp\left[-\sqrt{\rho^2/a_t^2+z^2/a_l^2}\right]$, with $\rho$ and $z$ measured across and along the valley axis, and choose the two radii to minimize the energy. With transverse mass 0.2 and longitudinal mass 0.9, at the same $\varepsilon$ and $k_0$, this gives $a_t=24.0$ Å and $a_l=14.1$ Å. The contact density is $1/(\pi a_t^2a_l)$. The couplings become $f=-2.99\times10^{-4}$ eV and $g=-1.64\times10^{-4}$ eV, and the singlet shift $-1.36\times10^{-3}$ eV, a 20% increase over the isotropic model. The contact density rises by the factor $21.17^3/(24.01^2\times14.12)=1.17$. That covers most of the 19% increase in $f$ but little more than half of the 30% increase in $g$. The remainder must come from terms beyond the contact-density law.

The plane-wave Bloch factor is another insecure assumption. A real Bloch function is a plane wave times a periodic function $u_j$, and the product of two periodic parts is a sum over reciprocal-lattice vectors:

$$
u_i^*u_j=\sum_{\mathbf G}C_{\mathbf G}e^{i\mathbf G\cdot\mathbf r},
\qquad
V_{ij}=\sum_{\mathbf G}C_{\mathbf G}\,V(|\mathbf q+\mathbf G|).
$$

If each $|u_j|^2$ averages to one over a cell, the Cauchy–Schwarz inequality gives $|C_{\mathbf G}|\le1$. The plane-wave model sets $C_0=1$ and all the others to zero. For opposite valleys, a reciprocal vector of about 2.3 Å$^{-1}$ reduces the separation from 2.0 to 0.3 Å$^{-1}$. There $V=-5.1\times10^{-3}$ eV per unit coefficient, so a coefficient of only 0.025 would contribute as much as $g$ itself. In silicon, however, the symmetry of the diamond lattice makes this particular coefficient zero. The coefficient $C_0$ is also well below one: an empirical-pseudopotential calculation with the Cohen–Bergstresser form factors gives a magnitude of about 0.42 for perpendicular valleys and 0.16 for opposite ones. These values depend on the pseudopotential: the local Chelikowsky–Cohen form factors give 0.39 and 0.21. The terms with other $\mathbf G$ matter too. With the donor on an atomic site and the envelope held fixed, the full sum over $\mathbf G$ in such a calculation gives a singlet shift about seven times smaller than the plane-wave value for constant $\varepsilon$, and about 2.4 times smaller with the wavevector-dependent screening used above. With the second set of form factors these ratios become about 8 and 2.5, and placing the valleys at 1.0 Å$^{-1}$ instead of the computed band minimum raises the constant-$\varepsilon$ ratio by a further 0.4 to 0.5. The short reduced separation also means that the spheres used for the cut would overlap in a periodic crystal; the 15% found above belongs to the unreduced plane-wave model.

The parameters are roughly typical of silicon, where the dielectric constant is near 12, the masses are near 0.2 and 0.9, and the valleys lie about 1 Å$^{-1}$ from the zone centre. For phosphorus in silicon the measured gap between singlet and triplet is about 0.012 eV, whereas the constant-$\varepsilon$ model gives $1.26\times10^{-3}$ eV, smaller by nearly a factor of ten. Weaker screening at short distance raises the singlet shift by a factor of 2.6 in the estimate above, which is not enough to remove this discrepancy. That factor depends on the chosen $\kappa$ and would be larger for silicon's own screening, while real Bloch functions reduce the coupling, so these estimates do not settle how much of the measured gap comes from the screened Coulomb potential. The model also omits the chemical difference between the donor core and the silicon atom it replaces, and the contraction of the envelope that a stronger central attraction would cause. The temperature scale suffers accordingly: the model gap corresponds to about 15 K, so the model would predict appreciable thermal occupation of the upper levels at temperatures where the larger gap of a real phosphorus donor still keeps most bound electrons in the singlet. The closed form therefore describes the coupling within the model of constant $\varepsilon$ and plane-wave Bloch factors. Its inverse-square dependence on separation should not be carried over to silicon: with the wavevector-dependent screening used above, $f/g$ is about 1.4 instead of 2. Nor should the closed form be used alone to predict donor levels.

## Computed values

```
dielectric constant: 12
isotropic mass: 0.3 m_e
valley distance k0: 1 1/A
envelope radius a: 21.167 A
envelope radius a, converted: 2.1167 nm
binding energy: 0.028345 eV
contact density: 3.3563e-05 1/A^3
V at q=0: -0.05669 eV
half-value wavevector 2/a: 0.094486 1/A
q perpendicular pair: 1.4142 1/A
q opposite pair: 2 1/A
q*a perpendicular: 29.935
q*a opposite: 42.334
f closed form: -0.00025193 eV
f by quadrature: -0.00025193 eV
f inverse-square limit: -0.00025306 eV
f limit relative excess: 0.0044638
g closed form: -0.00012625 eV
g by quadrature: -0.00012625 eV
g inverse-square limit: -0.00012653 eV
g limit relative excess: 0.0022319
Gaussian/limit ratio at qa=40: 1.0018
singlet shift: -0.001134 eV
singlet shift, converted: -1.134 meV
triplet shift: 0.00012625 eV
doublet shift: 0.00037762 eV
singlet-triplet gap: 0.0012602 eV
gap / k_B: 14.624 K
overlap perpendicular: 1.9749e-05
kinetic cross term, extended parabola: 0.00025137 eV
total cross term, extended parabola: -5.5979e-07 eV
k-space cut radius: 0.70711 1/A
norm kept by cut: 0.9999973
f with cut envelopes: -0.00021501 eV
g with cut envelopes: -0.0001067 eV
singlet with cut envelopes: -0.00096674 eV
screening parameter kappa: 1 1/A
short-range decay lambda: 3.4641 1/A
epsilon(q) perpendicular: 4.6667
epsilon(q) opposite: 3.2
f with epsilon(q): -0.0006316 eV
g with epsilon(q): -0.00046034 eV
singlet with epsilon(q): -0.0029867 eV
transverse mass: 0.2 m_e
longitudinal mass: 0.9 m_e
ellipsoid radius across: 24.01 A
ellipsoid radius along: 14.121 A
ellipsoid binding energy: 0.029108 eV
f anisotropic: -0.00029936 eV
g anisotropic: -0.00016386 eV
singlet anisotropic: -0.0013613 eV
reciprocal vector: 2.3 1/A
umklapp wavevector: 0.3 1/A
umklapp V per unit coefficient: -0.005116 eV
coefficient matching g: 0.024677
```
